# Why a Barrierless Recombination Bottleneck Tightens on Heating, and When the Rate Falls

## The result

Two radicals recombine along a path with no barrier. Their rate constant is set by a bottleneck at a separation $R^*$ where two tendencies balance: attraction favours approach, and the loss of rotational freedom opposes it. For classical, harmonic rocking, heating weakens the attraction relative to $k_BT$ but leaves the entropy loss per unit length unchanged. The balance is then restored at a smaller separation, where the attraction is steeper.

For a Morse path with $n$ transitional frequencies decaying as $e^{-\alpha R}$, the bottleneck obeys

$$n\alpha+\frac{2}{R^*}=\frac{V'(R^*)}{k_BT},\tag{1}$$

and the rate constant has the logarithmic slope

$$\frac{d\ln k}{d\ln T}=\frac{n+1}{2}-\frac{|V(R^*)|}{k_BT}.\tag{2}$$

The inward motion holds whenever the bottleneck exists. The fall of the rate constant needs a further condition: the energy at the bottleneck must lie more than $(n+1)k_BT/2$ below that of the separated radicals. This happens when the transitional frequencies rise fast enough on approach; how fast is needed depends on the temperature.

## The model

The fragments A and B are unlike linear radicals with moments of inertia $I_A$, $I_B$ and reduced mass $\mu$. The dividing surfaces are spheres of fixed centre-of-mass distance $R$. The energy of the aligned pair, measured from separated radicals, is

$$V(R)=D\left[(1-x)^2-1\right]=-Dx(2-x),\qquad x=e^{-\beta(R-R_e)}.$$

Each fragment has one doubly degenerate rocking mode, so $n=4$, with angular frequencies

$$\omega_i(R)=\omega_i(R_e)\,e^{-\alpha(R-R_e)},\qquad i=A,B.$$

They are defined with the line of centres held fixed in direction. Motion is classical, rocking is harmonic, and internal vibrations of the fragments are unchanged along the path, so they cancel. Every complex formed is assumed to be stabilised by collisions (the high-pressure limit). Both radicals are taken to be in orbitally non-degenerate ($^2\Sigma$) states. Two such doublet radicals have four spin states, of which one is the reactive singlet, so $g=1/4$.

Transition-state theory assigns to each surface the rate constant

$$k(T,R)=g\,\frac{k_BT}{h}\,\frac{Q^\ddagger(R)}{Q_{\rm react}}\,e^{-V(R)/k_BT}.$$

This counts every outward-to-inward crossing as a reaction. Classically, recrossing can make the count too large but not too small, so, among the surfaces that separate the free radicals from the complex, the best is the one with the least $k(T,R)$. That surface is the bottleneck, and its $k$ is still an upper bound to the classical rate constant of the model. Surfaces that cut through the complex well, or lie on its repulsive wall, do not separate reactants from products and are excluded, however small their $k(T,R)$.

The example uses round model parameters: $D=200$ kJ/mol, $\beta=2.0$ Å$^{-1}$, $R_e=2.5$ Å, $\alpha=1.3$ Å$^{-1}$, $\mu=20$ u, $I_A=10$ and $I_B=20$ u Å$^2$, and rocking wavenumbers at $R_e$ of 700 and 500 cm$^{-1}$.

## First contribution: speed and target area

At fixed $R$ the line of centres turns as a rigid rotor with partition function $2\mu R^2k_BT/\hbar^2$. In the reactants, relative translation contributes $(2\pi\mu k_BT/h^2)^{3/2}$ per unit volume. With $\hbar=h/2\pi$,

$$\frac{k_BT}{h}\,\frac{8\pi^2\mu R^2k_BT/h^2}{(2\pi\mu k_BT/h^2)^{3/2}}
=\frac{8\pi^2}{(2\pi)^{3/2}}R^2\sqrt{\frac{k_BT}{\mu}}
=\pi R^2\sqrt{\frac{8k_BT}{\pi\mu}}=\pi R^2\bar v .$$

The powers of $h$ cancel, and $8\pi^2/(2\pi)^{3/2}=\sqrt{8\pi}$. This is the collision rate per unit density with a sphere of radius $R$. At fixed $R$ it grows as $T^{1/2}$; at fixed $T$ it shrinks as $R^2$ on approach.

## Second contribution: orientation

A free linear fragment has the rotational partition function $2I_ik_BT/\hbar^2$. Near the surface this motion becomes two oscillators, each contributing $k_BT/\hbar\omega_i$. The ratio is

$$w_i=\frac{(k_BT/\hbar\omega_i)^2}{2I_ik_BT/\hbar^2}=\frac{k_BT}{2I_i\omega_i^2}.\tag{3}$$

It is the effective fraction of orientations open to the fragment. Heating at fixed $R$ enlarges the solid angle of this cone of orientations in proportion to $T$ (its angular width as $T^{1/2}$). Approach narrows it, because $\omega_i^2$ rises as $e^{-2\alpha(R-R_e)}$.

A fraction cannot exceed one, so (3) must fail when $\omega_i$ is small. Take the hindering potential $I\omega^2(1-\cos\theta)$, which reduces to $\tfrac12I\omega^2\theta^2$ at small tilt. With $u=I\omega^2/k_BT$ and $c=\cos\theta$, its orientation average is

$$\frac12\int_{-1}^{1}e^{-u(1-c)}\,dc=\frac{1-e^{-2u}}{2u}.$$

The harmonic result is $1/2u$, so it requires $e^{-2u}\ll1$. In the example $w_A=0.134$ at 300 K, which gives $u=1/(2w_A)\approx3.7$ and $e^{-2u}\approx6\times10^{-4}$. Repeating the minimisation with the full average changes $k$ by at most about 0.1% of its harmonic value at the four temperatures studied.

The true normal modes of the pair mix rocking with overall rotation, but the classical product is the same. In one plane, let $\phi$ be the angle of the line of centres and $\theta_A,\theta_B$ those of the fragments. The potential is $\tfrac12f_A(\theta_A-\phi)^2+\tfrac12f_B(\theta_B-\phi)^2$ with $f_i=I_i\omega_i^2$, and the inertias are $\mu R^2,I_A,I_B$. One root $\lambda=\Omega^2$ of the secular determinant is zero. Each principal $2\times2$ minor of the force matrix equals $f_Af_B$, so comparing the terms linear in $\lambda$ gives

$$\mu R^2I_AI_B\,\Omega_1^2\Omega_2^2=(\mu R^2+I_A+I_B)f_Af_B .$$

Hence

$$\frac{\mu R^2+I_A+I_B}{\Omega_1^2\Omega_2^2}=\frac{\mu R^2}{\omega_A^2\omega_B^2}.$$

The left side is the combination that enters when overall rotation and true normal modes are used; the right side is the one used here.

## Third contribution: the Boltzmann factor

Collecting the factors,

$$k(T,R)=g\,\pi R^2\,\bar v\,w_Aw_B\,e^{-V(R)/k_BT}.\tag{4}$$

Since $V<0$, the last factor exceeds one and grows on approach. At fixed $R$ it decreases on heating. It is the one factor in (4) that does so, and therefore the source of any negative slope at fixed $R$.

## Weighing the contributions along the path

From (4), with $w_Aw_B\propto e^{n\alpha(R-R_e)}$ for $n=4$,

$$\ln k(T,R)=\text{terms without }R+2\ln R+n\alpha(R-R_e)-\frac{V(R)}{k_BT}.$$

Differentiating at fixed $T$,

$$\frac{\partial\ln k}{\partial R}=s(R)-\frac{V'(R)}{k_BT},\qquad s(R)=n\alpha+\frac2R .\tag{5}$$

Setting this to zero gives (1). The quantity $s$ is the entropy lost per unit length of approach, in units of $k_B$. It does not contain $T$, because each classical rigid-rotor and harmonic-oscillator partition function used in (4) is a power of $T$ times a function of $R$; the hindered-rotor average does not have this form.

To see how the solution moves, use $dx/dR=-\beta x$:

$$V'=2\beta Dx(1-x),\qquad V''=-2\beta^2Dx(1-2x).$$

Write (1) as $T=F(R)$ with $F=V'/(k_Bs)$. This function vanishes at $R_e$ and at infinity and is positive between. Its maximum satisfies $V''/V'=s'/s$, that is,

$$\beta\,\frac{1-2x}{1-x}=\frac{2}{R(n\alpha R+2)}.$$

As $R$ increases from $R_e$, the left side rises from $-\infty$ to $\beta$ while the right side falls towards zero. They cross once, so $F$ has a single maximum, $T_{\max}$.

For $T<T_{\max}$ equation (1) has two roots. Since $\partial\ln k/\partial R=s(1-F/T)$, the outer root, where $F$ is falling, is a minimum of $k(T,R)$: the bottleneck. The inner root is a maximum: since $k(T,R)$ is proportional to the equilibrium population on the surface, it marks where the complex is most populated, and only surfaces outside it separate reactants from products. On the outer branch a larger $T=F(R)$ corresponds to a smaller $R$. This proves the inward motion within the model.

Above $T_{\max}$, which is about 4080 K here, $k(T,R)$ increases steadily with $R$ outside $R_e$. No bottleneck remains, and the method no longer defines a rate constant.

The speed of the motion follows by differentiating (1) along the bottleneck. With $C=\partial^2\ln k/\partial R^2$,

$$C\,dR^*+\frac{V'}{k_BT^2}\,dT=0
\quad\Rightarrow\quad
\frac{dR^*}{d\ln T}=-\frac{s}{C},\tag{6}$$

where $V'/k_BT=s$ was used. From (5), $C=-2/R^2-V''/k_BT$. The balance gives $2\beta Dx/k_BT=s/(1-x)$, so

$$C=\beta s\,\frac{1-2x}{1-x}-\frac{2}{R^2}.$$

In the Morse tail, $x\ll1$, and with $2/R^2\ll\beta s$, this becomes $C\approx\beta s$ and $dR^*/d\ln T\approx-1/\beta$. The attraction grows by a factor $e$ over a length $1/\beta$, so that is the distance needed to offset an $e$-fold rise in $T$.

In the example $R^*=4.511$ Å at 300 K. There $s=5.2+2/4.511=5.643$ Å$^{-1}$, equal to $V'/k_BT$. If the surface stayed in place at 1500 K, the attraction term would be one fifth as large, 1.129 Å$^{-1}$. Entropy loss would dominate, and moving inward would reduce $k(T,R)$. The new balance lies at 3.654 Å. The predicted shift at 300 K is $-0.514$ Å per unit of $\ln T$, close to the tail value of $-0.5$ Å.

## How deep the bottleneck lies

The ratio of slope to depth on the Morse curve is

$$\frac{V'}{|V|}=\frac{2\beta Dx(1-x)}{Dx(2-x)}=\frac{2\beta(1-x)}{2-x}.$$

Inserting $V'=sk_BT$ gives

$$\frac{|V(R^*)|}{k_BT}=\frac{s(R^*)}{\beta}\,\frac{2-x}{2(1-x)}.\tag{7}$$

In the tail the last factor is close to one, and the bottleneck sits at a nearly fixed number of thermal energies below the reactants. That number is the entropy-loss rate divided by the steepness of the attraction. It grows slowly on heating because both $2/R^*$ and the last factor increase as $R^*$ shrinks. In the example it goes from 2.85 at 300 K to 3.03 at 1500 K, while the depth itself goes from 7.1 to 37.8 kJ/mol.

## The slope of the rate constant

The rate constant is $k(T)=k(T,R^*(T))$. By the chain rule,

$$\frac{d\ln k}{d\ln T}=\left.\frac{\partial\ln k}{\partial\ln T}\right|_{R^*}+\left.\frac{\partial\ln k}{\partial R}\right|_{R^*}\frac{dR^*}{d\ln T}.$$

The second term vanishes because $R^*$ is a minimum. At fixed $R$, (4) contains $T^{1/2}$ from $\bar v$ and $T^{n/2}$ from the cones, and $-V/k_BT$ has the derivative $+V/k_BT=-|V|/k_BT$. Their sum is (2).

At 300 K the slope is $2.5-2.847=-0.347$, and at 1500 K it is $2.5-3.032=-0.532$. The rate constant falls, and its logarithmic slope is more negative at the higher temperature; per kelvin the fall is nevertheless slower there.

## What the shift does to the rate

The shift drops out of the local slope, yet it matters over a finite range. Hold the surface at its 300 K position $R_0$. Its slope is $\tfrac52-|V(R_0)|/k_BT$, which rises with $T$ and changes sign at

$$T=\frac{|V(R_0)|}{2.5\,k_B}\approx342\ \text{K}.$$

Beyond that temperature the frozen surface gives a rising rate. The table compares the two choices, with $k$ in $10^{-11}$ cm$^3$ s$^{-1}$.

| $T$ (K) | $R^*$ (Å) | $k$ | $k$ at frozen $R_0$ |
|---|---|---|---|
| 300 | 4.51 | 2.73 | 2.73 |
| 600 | 4.15 | 2.11 | 3.71 |
| 1000 | 3.88 | 1.70 | 7.53 |
| 1500 | 3.65 | 1.39 | 15.6 |

The moving bottleneck keeps $|V(R^*)|/k_BT$ from dying away as $1/T$. In this sense the inward motion sustains the fall.

Following the bottleneck also shows where the loss occurs. Using (4) at both ends, the change in $\ln k$ from 300 to 1500 K has these parts:

- **Speed:** $\tfrac12\ln5=+0.805$.
- **Target area:** $2\ln(3.654/4.511)\approx-0.42$.
- **Orientation:** $-1.24$. Thermal widening of the cones gives $2\ln5=+3.22$; stiffening gives $-5.2\,(4.511-3.654)\approx-4.46$.
- **Boltzmann factor:** $3.032-2.847=+0.185$.

The sum is $-0.67$, so $k$ falls to $e^{-0.67}\approx0.51$ of its 300 K value. Faster approach and the deeper energy both help the reaction, but the narrower cones and smaller target outweigh them.

This account and (2) assign the fall to different factors. At fixed $R$ the negative term comes from the Boltzmann factor. Along the moving bottleneck that factor is nearly constant, and the loss appears in orientation and area. The two agree because, for a small shift, the entropy lost by moving inward is balanced by the gain in the Boltzmann factor, which is the content of (1).

The absolute values follow from (4). At 300 K, $\pi R^{*2}=63.93$ Å$^2$, $\bar v=563.6$ m/s, and the orientation factors are 0.1338 and 0.1311:

$$k=\tfrac14(63.93\times10^{-16}\,\text{cm}^2)(5.636\times10^4\,\text{cm/s})(0.1338)(0.1311)\,e^{2.847}\approx2.7\times10^{-11}\ \text{cm}^3\,\text{s}^{-1}.$$

At 1500 K the same product is

$$k=\tfrac14(41.94\times10^{-16}\,\text{cm}^2)(1.2601\times10^5\,\text{cm/s})(0.0720)(0.0706)\,e^{3.032}\approx1.4\times10^{-11}\ \text{cm}^3\,\text{s}^{-1}.$$

## When the rate constant does not fall

In the tail, (7) reduces to $|V^*|/k_BT\approx(n\alpha+2/R^*)/\beta$. The condition $|V^*|/k_BT>(n+1)/2$ then becomes

$$n\left(\frac{\alpha}{\beta}-\frac12\right)+\frac{2}{\beta R^*}>\frac12.\tag{8}$$

The first term has a direct meaning. In the tail $x\propto T$ at the bottleneck, apart from the slow variation of $2/R^*$. Hence $\omega_i^2\propto x^{2\alpha/\beta}\propto T^{2\alpha/\beta}$ and

$$w_i\propto\frac{T}{\omega_i^2}\propto T^{\,1-2\alpha/\beta}.$$

For $\alpha>\beta/2$ the cones at the bottleneck narrow on heating. The second term is the shrinking area, and the $\tfrac12$ on the right is the gain in speed. Narrowing cones alone do not guarantee a fall; together with the area loss they must exceed that gain. This reading holds in the tail; away from it the slow rise of $|V^*|/k_BT$ adds to the gain and must be outweighed too.

For the example the left side of (8) at 300 K is $4(0.65-0.5)+2/(2.0\times4.511)=0.82$, so the condition is met. With $\alpha=0.9$ Å$^{-1}$ and the other parameters unchanged, $R^*$ still moves inward, from 4.68 to 3.84 Å between 300 and 1500 K, but $k$ doubles; its slope turns negative only near 4400 K.

From (2) and (7), the value of $\alpha$ at which the slope vanishes is 1.13 Å$^{-1}$ at 300 K and 1.06 Å$^{-1}$ at 1500 K; the tail form (8) gives 1.14 and 1.12 Å$^{-1}$. At fixed $T$ a larger $\alpha$ moves the bottleneck inward to a deeper energy, so it makes the slope more negative. For $\alpha$ between the two critical values, $k$ therefore rises at 300 K and falls at 1500 K, with a maximum between.

## Limits of the description

At low temperature $R^*$ moves far out. For $\alpha>\beta/2$ the scaling above makes $w_i$ grow on cooling until the harmonic form fails and hindered rotation must be treated in full. For $\alpha<\beta$ the ratio $\hbar\omega_i/k_BT$ at the bottleneck grows on cooling as well (0.36 for fragment A at 100 K). The Morse tail also becomes unsuitable there, since real long-range attractions decay as inverse powers of $R$ and eventually exceed any exponential. They are not negligible at 300 K either: adding $-C_6/R^6$ with $C_6=100$ atomic units to the example raises $k$ by about 30% and changes the slope from $-0.35$ to $-0.43$.

Classical rocking requires $\hbar\omega_i\ll k_BT$. For fragment A the ratio at the bottleneck is 0.25 at 300 K and 0.15 at 1500 K. Sums over quantum levels of the hindered rotors, at the same $R^*$, give rate constants 0.7% and 0.2% below the classical harmonic ones at these temperatures; at 300 K about 0.1% of this is the classical hindered-rotor correction found above, and the rest is quantum. These figures, like the hindered-rotor comparison, measure approximations made inside the model. They do not measure recrossing or the accuracy of the assumed path. The overcount from using one surface per temperature is much larger than these figures: choosing the surface of least flux separately at each total energy, in the same model, lowers $k$ to about 0.66 of the tabulated value at 300 K and to about 0.6 at 1500 K, while the slope at 300 K changes only from $-0.35$ to $-0.37$. Above about 42 kJ/mol no energy-resolved bottleneck exists, and such energies carry roughly a third of the rate at 1500 K, so the value there depends on where the complex is taken to begin. The tabulated rate constants are upper bounds. The numerical check also confirms (1), (2), (6) and (7) against direct minimisation of $k(T,R)$.

## Calculated quantities

```
Morse: D = 200.0 kJ/mol, beta = 2.0 1/A, Re = 2.5 A
decay alpha = 1.3 1/A, modes n = 4, spin factor = 0.25
reduced mass = 20.0 u; inertia A, B = (10.0, 20.0) u A^2
rocking wavenumbers at Re, A, B = (700.0, 500.0) 1/cm
T = 300 K: RT = 2.494 kJ/mol, R* = 4.511 A, x = 0.0179
  V* = -7.10 kJ/mol, |V*|/RT = 2.847
  wavenumbers A, B = 51.3, 36.6 1/cm; h nu_A/kT = 0.246
  orientation factors A, B = 0.1338, 0.1311
  mean speed = 563.6 m/s, pi R*^2 = 63.93 A^2
  k = 2.725e-11 cm^3/s, dlnk/dlnT = -0.347
  dR*/dlnT = -0.514 A; k frozen at R*(300 K) = 2.725e-11 cm^3/s
T = 600 K: RT = 4.989 kJ/mol, R* = 4.151 A, x = 0.0368
  V* = -14.44 kJ/mol, |V*|/RT = 2.895
  wavenumbers A, B = 81.8, 58.4 1/cm; h nu_A/kT = 0.196
  orientation factors A, B = 0.1051, 0.1030
  mean speed = 797.0 m/s, pi R*^2 = 54.14 A^2
  k = 2.110e-11 cm^3/s, dlnk/dlnT = -0.395
  dR*/dlnT = -0.525 A; k frozen at R*(300 K) = 3.713e-11 cm^3/s
T = 1000 K: RT = 8.314 kJ/mol, R* = 3.879 A, x = 0.0634
  V* = -24.57 kJ/mol, |V*|/RT = 2.955
  wavenumbers A, B = 116.6, 83.3 1/cm; h nu_A/kT = 0.168
  orientation factors A, B = 0.0862, 0.0845
  mean speed = 1028.9 m/s, pi R*^2 = 47.27 A^2
  k = 1.701e-11 cm^3/s, dlnk/dlnT = -0.455
  dR*/dlnT = -0.543 A; k frozen at R*(300 K) = 7.533e-11 cm^3/s
T = 1500 K: RT = 12.472 kJ/mol, R* = 3.654 A, x = 0.0995
  V* = -37.82 kJ/mol, |V*|/RT = 3.032
  wavenumbers A, B = 156.2, 111.6 1/cm; h nu_A/kT = 0.150
  orientation factors A, B = 0.0720, 0.0706
  mean speed = 1260.1 m/s, pi R*^2 = 41.94 A^2
  k = 1.394e-11 cm^3/s, dlnk/dlnT = -0.532
  dR*/dlnT = -0.570 A; k frozen at R*(300 K) = 1.561e-10 cm^3/s
entropy loss n alpha + 2/R at R*(300 K) = 5.643 1/A
attraction V'/RT there: 300 K 5.643, 1500 K 1.129 1/A
k(1500 K)/k(300 K) = 0.512, ln = -0.670
  part of ln ratio from speed = +0.805
  part of ln ratio from area = -0.422
  part of ln ratio from orientation = -1.239
  part of ln ratio from Boltzmann = +0.185
frozen surface: k is least at T = 341.7 K
frozen k(1500 K)/k(300 K) = 5.73
alpha = 0.9 1/A: R* = 4.682 A (300 K), 3.837 A (1500 K)
  k(1500 K)/k(300 K) = 1.997
critical alpha: 1.131 1/A (300 K), 1.064 1/A (1500 K)
bottleneck exists below T_max = 4076 K
hindered-rotor check: largest change of k = 0.108 %
quantum-level k / classical k: 0.9934 (300 K), 0.9976 (1500 K)
```
